# Crystal Orbital Hamilton Populations and Band-Energy Balance in a Dimerized p Chain: test program

```python
"""
Crystal orbital Hamilton populations (COHP) of a dimerized p-sigma chain.

Result under test: in an orthonormal basis the on-site plus all bond
contributions add up to the occupied band energy; for equal on-site energies
the bond parts of the filled lower band are
    -(2/pi) * [(t1+t2)*E(m) +/- (t1-t2)*K(m)],  m = 4*t1*t2/(t1+t2)**2,
with + for the short bond and - for the long bond.

Symbols: t1, t2 = hopping across the short and long bond (eV);
theta = wave number times cell length; E(m), K(m) = complete elliptic
integrals of parameter m.  All energies are per cell of two atoms, both spins
included, and each bond counts both directions.  Negative COHP = bonding.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import trapezoid
from scipy.special import ellipe, ellipk, ellipeinc, ellipkinc, erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def midpoint_mesh(n):
    return -np.pi + 2 * np.pi * (np.arange(n) + 0.5) / n


def state_parts(theta, e_a, e_b, t1, t2):
    """Eigenvalues and on-site, short-bond, long-bond parts of every state."""
    h = np.zeros((len(theta), 2, 2), complex)
    h[:, 0, 0] = e_a
    h[:, 1, 1] = e_b
    h[:, 0, 1] = t1 + t2 * np.exp(-1j * theta)
    h[:, 1, 0] = h[:, 0, 1].conj()
    energy, c = np.linalg.eigh(h)
    a, b = c[:, 0, :], c[:, 1, :]
    onsite = e_a * abs(a) ** 2 + e_b * abs(b) ** 2
    short = 2 * t1 * (a.conj() * b).real
    long_ = 2 * t2 * (a.conj() * b * np.exp(-1j * theta)[:, None]).real
    return energy, onsite, short, long_


def filled_band(n, e_a, e_b, t1, t2):
    """Lower band doubly occupied: band energy, on-site, short, long."""
    parts = state_parts(midpoint_mesh(n), e_a, e_b, t1, t2)
    return np.array([2 * p[:, 0].mean() for p in parts])


def ring_parts(cells, e_a, e_b, t1, t2, s_a, s_b, occupation):
    """Real-space ring; s_a, s_b are A-A and B-B second-neighbour hoppings."""
    h = np.zeros((2 * cells, 2 * cells))
    A = 2 * np.arange(cells)
    B = A + 1
    A_next, B_next = np.roll(A, -1), np.roll(B, -1)
    h[A, A], h[B, B] = e_a, e_b
    for i, j, t in ((A, B, t1), (B, A_next, t2),
                    (A, A_next, s_a), (B, B_next, s_b)):
        h[i, j] = t
        h[j, i] = t
    energy, c = np.linalg.eigh(h)
    p = (c * occupation) @ c.T
    onsite = (e_a * p[A, A] + e_b * p[B, B]).sum()
    short = 2 * t1 * p[A, B].sum()
    long_ = 2 * t2 * p[B, A_next].sum()
    second = 2 * (s_a * p[A, A_next] + s_b * p[B, B_next]).sum()
    band = (occupation * energy).sum()
    return np.array([band, onsite, short, long_, second]) / cells


# Model parameters
e0 = -1.0
d_mean, d_short, d_long = 3.0, 2.8, 3.2
t_mean, decay = 2.0, 1.0
t1 = t_mean * np.exp(-(d_short - d_mean) / decay)
t2 = t_mean * np.exp(-(d_long - d_mean) / decay)
W, G = t1 + t2, t1 - t2
m = 4 * t1 * t2 / W**2

# Closed forms for the filled lower band
short_formula = -(2 / np.pi) * (W * ellipe(m) + G * ellipk(m))
long_formula = -(2 / np.pi) * (W * ellipe(m) - G * ellipk(m))
band_formula = 2 * e0 - (4 / np.pi) * W * ellipe(m)

# Real-space ring against the closed forms
cells = 100
half = np.where(np.arange(2 * cells) < cells, 2.0, 0.0)
ring = ring_parts(cells, e0, e0, t1, t2, 0.0, 0.0, half)
assert np.allclose(ring[:4], [band_formula, 2 * e0, short_formula,
                              long_formula], atol=1e-9)

# General identity: polar chain, second neighbours, random occupations
rng = np.random.default_rng(5)
for occ in (half, rng.uniform(0, 2, 2 * cells)):
    general = ring_parts(cells, 0.0, -2.0, t1, t2, 0.3, 0.1, occ)
    assert abs(general[0] - general[1:].sum()) < 1e-10
polar = ring_parts(cells, 0.0, -2.0, t1, t2, 0.3, 0.1, half)
missing = polar[0] - polar[1:4].sum()
assert abs(missing) > 0.01

# Bond parts as derivatives of eigenvalue sums
step = 1e-4
slope1 = (filled_band(2000, e0, e0, t1 + step, t2)[0]
          - filled_band(2000, e0, e0, t1 - step, t2)[0]) / (2 * step)
slope2 = (filled_band(2000, e0, e0, t1, t2 + step)[0]
          - filled_band(2000, e0, e0, t1, t2 - step)[0]) / (2 * step)
assert abs(t1 * slope1 - short_formula) < 1e-6
assert abs(t2 * slope2 - long_formula) < 1e-6

# Energy shift and orbital reversal leave the bond parts unchanged
base = filled_band(2000, e0, e0, t1, t2)
shifted = filled_band(2000, e0 + 5, e0 + 5, t1, t2)
reversed_ = filled_band(2000, e0, e0, -t1, -t2)
assert np.allclose(shifted[2:], base[2:], atol=1e-9)
assert abs(shifted[1] - base[1] - 10) < 1e-9
assert np.allclose(reversed_, base, atol=1e-9)

# Energy windows: binned eigenvectors against the energy-resolved formulas
n_k = 400000
theta = midpoint_mesh(n_k)
energy, onsite, short, long_ = [p[:, 0] for p in
                                state_parts(theta, e0, e0, t1, t2)]
x_cross = -np.sqrt(t1**2 - t2**2)
edges = np.array([-W, -3.0, x_cross, -1.2, -G])
# a few k points may fall on the wrong side of a window edge
edge_tol = 4 * (2 / n_k) * abs(energy).max()
nodes, weights = np.polynomial.legendre.leggauss(60)


def window_formula(lo, hi):
    """Integrate DOS and bond COHP formulas; x = centre - radius*cos(u)."""
    centre, radius = -(W + G) / 2, (W - G) / 2
    u_lo, u_hi = np.arccos(np.clip((centre - np.array([lo, hi])) / radius,
                                   -1, 1))
    u = (u_lo + u_hi) / 2 + (u_hi - u_lo) / 2 * nodes
    x = centre - radius * np.cos(u)
    dx = (u_hi - u_lo) / 2 * weights * radius * np.sin(u)
    dos = 4 / np.pi * abs(x) / np.sqrt((x**2 - G**2) * (W**2 - x**2))
    q = t1**2 - t2**2
    return np.array([(dos * dx).sum(),
                     (dos * (x**2 + q) / (2 * x) * dx).sum(),
                     (dos * (x**2 - q) / (2 * x) * dx).sum()])


windows = []
for k in range(4):
    lo = edges[k] - (1e-9 if k == 0 else 0)
    hi = edges[k + 1] + (1e-9 if k == 3 else 0)
    inside = (energy - e0 >= lo) & (energy - e0 < hi)
    row = [2 * inside.sum() / n_k] + [2 * p[inside].sum() / n_k
                                      for p in (onsite, short, long_, energy)]
    formula = window_formula(edges[k], edges[k + 1])
    assert np.allclose([row[0], row[2], row[3]], formula, atol=edge_tol)
    assert abs(row[1] + row[2] + row[3] - row[4]) < 1e-9
    windows.append(row)
assert windows[2][3] > 0 and windows[3][3] > 0
assert windows[0][3] < 0 and windows[1][3] < 0

# Filling at which the long bond has its most negative integrated COHP
order = np.argsort(energy)
running_long = np.cumsum(long_[order]) * 2 / n_k
best = np.argmin(running_long)
theta_cross = np.arccos(-t2 / t1)
phi = theta_cross / 2
long_best = -(2 / np.pi) * (W * ellipeinc(phi, m) - G * ellipkinc(phi, m))
short_best = -(2 / np.pi) * (W * ellipeinc(phi, m) + G * ellipkinc(phi, m))
electrons_best = 2 * theta_cross / np.pi
assert abs(energy[order][best] - (e0 + x_cross)) < 1e-4
assert abs(running_long[best] - long_best) < edge_tol
assert abs(short[order][:best + 1].sum() * 2 / n_k - short_best) < edge_tol
assert abs(2 * (best + 1) / n_k - electrons_best) < 1e-4

# Chain with equal bonds
equal = filled_band(20000, e0, e0, t_mean, t_mean)
equal_bond = -4 * t_mean / np.pi
assert np.allclose(equal[2:], equal_bond, atol=1e-6)
equal_band = 2 * e0 + 2 * equal_bond

# Gaussian-broadened total COHP integrated up to midgap
sigma = 0.4
mesh = midpoint_mesh(400)
all_e, all_on, all_s, all_l = [p.ravel() for p in
                               state_parts(mesh, e0, e0, t1, t2)]
grid = np.linspace(e0 - W - 8 * sigma, e0, 3001)
gauss = (np.exp(-0.5 * ((grid[:, None] - all_e) / sigma) ** 2)
         / (sigma * np.sqrt(2 * np.pi)))
scale = 2 / len(mesh)
broad_energy = trapezoid(gauss @ (all_on + all_s + all_l), grid) * scale
broad_electrons = trapezoid(gauss.sum(axis=1), grid) * scale
tail_weight = 0.5 * erfc((all_e - e0) / (sigma * np.sqrt(2)))
assert abs(broad_energy - scale * (tail_weight * all_e).sum()) < 1e-5
assert abs(broad_electrons - 2) < 1e-5
assert broad_energy - band_formula > 1e-3

# Three k points and the four-point mesh
special = np.array([0.0, np.pi / 2, np.pi, -np.pi / 2])
s_e, s_on, s_s, s_l = [p[:, 0] for p in state_parts(special, e0, e0, t1, t2)]
four_parts = 2 * np.array([s_on.mean(), s_s.mean(), s_l.mean()])
four_band = 2 * s_e.mean()
assert abs(four_parts.sum() - four_band) < 1e-12

print(f"on-site energy e = {e0:.1f} eV")
print(f"bond lengths: short {d_short:.1f}, long {d_long:.1f} angstrom")
print(f"hopping at {d_mean:.1f} angstrom = {t_mean:.1f} eV, "
      f"decay length {decay:.1f} angstrom")
print(f"t1 = {t1:.4f} eV, t2 = {t2:.4f} eV")
print(f"W = t1+t2 = {W:.4f} eV, G = t1-t2 = {G:.4f} eV, gap = {2*G:.4f} eV")
print(f"m = {m:.5f}, E(m) = {ellipe(m):.5f}, K(m) = {ellipk(m):.5f}")
print("one lower-band state (eV): theta/pi, on-site, short, long, eigenvalue")
for i in range(3):
    print(f"  {special[i]/np.pi:.1f} {s_on[i]:9.4f} {s_s[i]:9.4f} "
          f"{s_l[i]:9.4f} {s_e[i]:9.4f}")
print("four-point mesh, 2 electrons (eV): on-site, short, long, band energy")
print("  " + " ".join(f"{v:9.4f}" for v in [*four_parts, four_band]))
print("windows, E-e from/to (eV), electrons, then eV: "
      "on-site, short, long, sum of eigenvalues")
for k, row in enumerate(windows):
    print(f"  {edges[k]:.3f} {edges[k+1]:.3f} {row[0]:.3f} "
          + " ".join(f"{v:8.3f}" for v in row[1:]))
print("filled lower band, per cell:")
for name, value in (("on-site", 2 * e0), ("short bond", short_formula),
                    ("long bond", long_formula),
                    ("band energy", band_formula)):
    print(f"  {name}: {value:.4f} eV = {value/HARTREE_EV:.5f} hartree")
print(f"ring of {cells} cells: band energy {ring[0]:.4f} eV, "
      f"sum of parts {ring[1:].sum():.4f} eV")
print(f"equal bonds: each bond {equal_bond:.4f} eV, "
      f"band energy {equal_band:.4f} eV")
print(f"change on dimerization (eV): short {short_formula-equal_bond:.4f}, "
      f"long {long_formula-equal_bond:.4f}, "
      f"total {band_formula-equal_band:.4f}")
print(f"long bond changes sign at E-e = {x_cross:.4f} eV, "
      f"theta = {theta_cross/np.pi:.4f} pi")
print(f"filled to there: {electrons_best:.4f} electrons per cell, "
      f"short {short_best:.4f} eV, long {long_best:.4f} eV")
print("polar test chain: on-site A 0.0, B -2.0 eV; "
      "second neighbours A-A 0.3, B-B 0.1 eV")
print(f"  band energy {polar[0]:.4f} eV, all parts {polar[1:].sum():.4f} eV")
print(f"  error if second neighbours are left out: {missing:.4f} eV")
print(f"broadening {sigma:.1f} eV, cut at midgap: "
      f"electrons {broad_electrons:.4f}, energy {broad_energy:.4f} eV")
print(f"  error against band energy: {broad_energy-band_formula:.4f} eV")
print("tests ok")
```

It prints:

```
on-site energy e = -1.0 eV
bond lengths: short 2.8, long 3.2 angstrom
hopping at 3.0 angstrom = 2.0 eV, decay length 1.0 angstrom
t1 = 2.4428 eV, t2 = 1.6375 eV
W = t1+t2 = 4.0803 eV, G = t1-t2 = 0.8053 eV, gap = 1.6107 eV
m = 0.96104, E(m) = 1.04943, K(m) = 3.02891
one lower-band state (eV): theta/pi, on-site, short, long, eigenvalue
  0.0   -1.0000   -2.4428   -1.6375   -5.0803
  0.5   -1.0000   -2.0291   -0.9117   -3.9408
  1.0   -1.0000   -2.4428    1.6375   -1.8053
four-point mesh, 2 electrons (eV): on-site, short, long, band energy
    -2.0000   -4.4719   -0.9117   -7.3837
windows, E-e from/to (eV), electrons, then eV: on-site, short, long, sum of eigenvalues
  -4.080 -3.000 0.972   -0.972   -2.238   -1.370   -4.580
  -3.000 -1.813 0.496   -0.496   -0.944   -0.259   -1.699
  -1.813 -1.200 0.247   -0.247   -0.459    0.089   -0.617
  -1.200 -0.805 0.286   -0.286   -0.638    0.367   -0.556
filled lower band, per cell:
  on-site: -2.0000 eV = -0.07350 hartree
  short bond: -4.2789 eV = -0.15725 hartree
  long bond: -1.1731 eV = -0.04311 hartree
  band energy: -7.4520 eV = -0.27385 hartree
ring of 100 cells: band energy -7.4520 eV, sum of parts -7.4520 eV
equal bonds: each bond -2.5465 eV, band energy -7.0930 eV
change on dimerization (eV): short -1.7324, long 1.3734, total -0.3590
long bond changes sign at E-e = -1.8127 eV, theta = 0.7338 pi
filled to there: 1.4677 electrons per cell, short -3.1819 eV, long -1.6290 eV
polar test chain: on-site A 0.0, B -2.0 eV; second neighbours A-A 0.3, B-B 0.1 eV
  band energy -7.8425 eV, all parts -7.8425 eV
  error if second neighbours are left out: 0.0313 eV
broadening 0.4 eV, cut at midgap: electrons 2.0000, energy -7.4461 eV
  error against band energy: 0.0058 eV
tests ok
```
